# From an Arrhenius prefactor to an Eyring activation entropy: test program

```python
# Result under test: a first-order rate constant k = A exp(-Ea/kB T), read as
# a tangent at temperature T, has the Eyring activation entropy
#     dS = R [ ln(A h / (exp(1) kB T)) - ln(kappa) - dln(kappa)/dln(T) ],
# which is about -8.2 J/(mol K) for A = 1e13 1/s, T = 473 K, kappa = 1.
# A: prefactor, Ea: activation energy, h = 2 pi hbar, R: gas constant,
# kappa: transmission coefficient (quantum over classical thermal flux).
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson

KB, H, HBAR, R = const.k, const.h, const.hbar, const.R
EV = const.e
KB_EV = KB / EV
CM_EV = H * const.c * 100.0 / EV      # energy in eV of one inverse cm

A = 1.0e13
T0 = 473.0
EA = 0.80
BARRIER = 0.80


def entropy_from_prefactor(prefactor, temp, ln_kappa=0.0, slope=0.0):
    log_ratio = np.log(prefactor * H / (np.e * KB * temp))
    return R * (log_ratio - ln_kappa - slope)


def tangent(ln_rate, temp, delta=1e-3):
    """Prefactor and activation energy (eV) from the local slope in 1/T."""
    beta = 1.0 / (KB_EV * temp)
    upper = ln_rate(1.0 / (KB_EV * beta * (1 + delta)))
    lower = ln_rate(1.0 / (KB_EV * beta * (1 - delta)))
    energy = -(upper - lower) / (2 * delta * beta)
    return np.exp(ln_rate(temp) + energy * beta), energy


# ---- Tunnelling through V = BARRIER / cosh(x/a)^2, x in units of a ----
energies = np.linspace(0.2, 1.6, 701)


def transmission(wavenumber):
    """Numerov integration from the transmitted side to the incident side."""
    quantum = wavenumber * CM_EV
    g = 4 * BARRIER / quantum**2      # 2 m a^2 / hbar^2 in 1/eV
    step, half = 0.005, 8.0
    n = int(round(2 * half / step))
    x = half - step * np.arange(n + 1)
    k = np.sqrt(g * energies)

    def ksq(pos):
        return g * (energies - BARRIER / np.cosh(pos)**2)

    c = step**2 / 12
    old, now = np.exp(1j * k * x[0]), np.exp(1j * k * x[1])
    q_old, q_now = ksq(x[0]), ksq(x[1])
    for j in range(2, n + 1):
        q_new = ksq(x[j])
        new = (2 * now * (1 - 5 * c * q_now) - old * (1 + c * q_old))
        new = new / (1 + c * q_new)
        old, now, q_old, q_now = now, new, q_now, q_new
    xa, xb = x[-1], x[-2]
    incident = now * np.exp(-1j * k * xb) - old * np.exp(-1j * k * xa)
    incident = incident / (2j * np.sin(k * (xa - xb)))
    return 1.0 / np.abs(incident)**2


def closed_transmission(wavenumber):
    quantum = wavenumber * CM_EV
    s = np.sinh(2 * np.pi * np.sqrt(energies * BARRIER) / quantum)**2
    root = np.sqrt(16 * BARRIER**2 / quantum**2 - 1)
    return s / (s + np.cosh(0.5 * np.pi * root)**2)


def ln_kappa_of(trans, temp):
    kt = KB_EV * temp
    weight = np.exp(-(energies - BARRIER) / kt) / kt
    return np.log(simpson(trans * weight, x=energies))


basic = entropy_from_prefactor(A, T0)
tunnel = {}
curves = {}
for wn in (500.0, 1000.0, 1500.0):
    curve = transmission(wn)
    assert np.max(np.abs(curve / closed_transmission(wn) - 1)) < 1e-3
    lk = ln_kappa_of(curve, T0)
    d = 1e-3
    slope = (ln_kappa_of(curve, T0 * (1 + d))
             - ln_kappa_of(curve, T0 * (1 - d))) / (2 * d)
    shifted = entropy_from_prefactor(A, T0, lk, slope)
    assert lk > 0 and slope < 0 and shifted > basic
    tunnel[wn] = (np.exp(lk), slope, shifted)
    curves[wn] = curve

# ---- Sum over vibrational levels: entropy straight from populations ----
reactant_modes = (300.0, 900.0, 1400.0)
saddle_modes = (450.0, 1200.0)


def level_sums(modes, temp):
    """ln Q, mean energy (eV) and entropy in units of kB, from ground level."""
    ln_q = energy = entropy = 0.0
    for wn in modes:
        levels = wn * CM_EV * np.arange(400)
        boltz = np.exp(-levels / (KB_EV * temp))
        p = boltz / boltz.sum()
        p_pos = p[p > 0]
        ln_q += np.log(boltz.sum())
        energy += p @ levels
        entropy -= np.sum(p_pos * np.log(p_pos))
    return ln_q, energy, entropy


def ln_rate_model(temp):
    ratio = level_sums(saddle_modes, temp)[0]
    ratio -= level_sums(reactant_modes, temp)[0]
    return np.log(KB * temp / H) + ratio - BARRIER / (KB_EV * temp)


_, u_s, s_s = level_sums(saddle_modes, T0)
_, u_r, s_r = level_sums(reactant_modes, T0)
model_entropy = R * (s_s - s_r)
model_enthalpy = BARRIER + u_s - u_r
a_model, ea_model = tangent(ln_rate_model, T0)
model_from_a = entropy_from_prefactor(a_model, T0)
assert abs(ea_model - model_enthalpy - KB_EV * T0) < 1e-5
assert abs(model_from_a - model_entropy) < 2e-3

a_tun, _ = tangent(
    lambda t: ln_rate_model(t) + ln_kappa_of(curves[1000.0], t), T0)
kap, slp, _ = tunnel[1000.0]
model_tun = entropy_from_prefactor(a_tun, T0, np.log(kap), slp)
assert abs(model_tun - model_entropy) < 5e-3
assert a_tun < a_model                # tunnelling lowers the tangent prefactor

# ---- One classical mode of frequency A: flux and entropy by quadrature ----
mass = const.m_p
omega = 2 * np.pi * A
kt = KB * T0
sx, sp = np.sqrt(kt / mass) / omega, np.sqrt(mass * kt)
xg, pg = np.linspace(-10, 10, 801) * sx, np.linspace(-10, 10, 801) * sp
ham = pg[None, :]**2 / (2 * mass) + mass * omega**2 * xg[:, None]**2 / 2
boltz = np.exp(-ham / kt)
area = simpson(simpson(boltz, x=pg), x=xg)
mean_h = simpson(simpson(boltz * ham, x=pg), x=xg) / area
mode_entropy = R * (np.log(area / H) + mean_h / kt)
pp = np.linspace(0, 10, 2001) * sp
flux = simpson(pp / mass * np.exp(-pp**2 / (2 * mass * kt)), x=pp) / area
assert abs(flux / A - 1) < 1e-6
assert abs(basic + mode_entropy) < 1e-5
quantum_mode = R * level_sums((A / (100 * const.c),), T0)[2]

# ---- Worked example, and the same constants used away from T0 ----
enthalpy = EA - KB_EV * T0
gibbs = enthalpy - T0 * basic / (R / KB_EV)


def ln_eyring(temp):
    return (np.log(KB * temp / H) + basic / R - enthalpy / (KB_EV * temp))


rate = A * np.exp(-EA / (KB_EV * T0))
assert abs(np.exp(ln_eyring(T0)) / rate - 1) < 1e-10
a_back, ea_back = tangent(ln_eyring, T0)
assert abs(a_back / A - 1) < 1e-4 and abs(ea_back - EA) < 1e-5
ratio_523 = np.exp(ln_eyring(523.0) + EA / (KB_EV * 523.0)) / A
window = np.array([423.0, 448.0, 473.0, 498.0, 523.0])
fit = np.polyfit(1 / window, ln_eyring(window), 1)
fit_entropy = entropy_from_prefactor(np.exp(fit[1]), T0)
assert abs(fit_entropy - basic) < 0.3
assert abs(basic + 8.2) < 0.05
no_euler = R * np.log(A * H / (KB * T0))

print(f"Prefactor A: {A:.1e} 1/s")
print(f"Temperature: {T0:.0f} K")
print(f"Activation energy Ea: {EA:.2f} eV")
print(f"Gas constant R: {R:.4f} J/(mol K)")
print(f"kB T: {KB_EV * T0:.5f} eV")
print(f"kB T/h: {KB * T0 / H:.4e} 1/s")
print(f"exp(1) kB T/h: {np.e * KB * T0 / H:.4e} 1/s")
print(f"A h/(exp(1) kB T): {A * H / (np.e * KB * T0):.4f}")
print(f"Its logarithm = dS/R: {basic / R:.4f}")
print(f"Activation entropy dS: {basic:.3f} J/(mol K)")
print(f"dS per molecule: {1e3 * basic / R * KB_EV:.4f} meV/K")
print(f"Value if exp(1) is omitted: {no_euler:.3f} J/(mol K)")
print(f"Activation enthalpy dH: {enthalpy:.4f} eV")
print(f"-T dS: {gibbs - enthalpy:.4f} eV")
print(f"Activation free energy dG: {gibbs:.4f} eV")
print(f"Rate constant at 473 K: {rate:.3e} 1/s")
print(f"Mean lifetime: {1e6 / rate:.1f} microseconds")
print(f"Level-sum model, tangent A: {a_model:.3e} 1/s")
print(f"Level-sum model, tangent Ea: {ea_model:.4f} eV")
print(f"Level-sum model, dH: {model_enthalpy:.4f} eV")
print(f"Level-sum dS, populations: {model_entropy:.3f} J/(mol K)")
print(f"Level-sum dS, from A: {model_from_a:.3f} J/(mol K)")
print(f"Level-sum A with 1000 1/cm tunnelling: {a_tun:.3e} 1/s")
print(f"Level-sum dS, from that A: {model_tun:.3f} J/(mol K)")
print(f"Classical mode flux prefactor: {flux:.4e} 1/s")
print(f"Classical mode entropy: {mode_entropy:.3f} J/(mol K)")
print(f"Quantum mode entropy: {quantum_mode:.3f} J/(mol K)")
print(f"Tunnelling barrier height: {BARRIER:.2f} eV")
for wn, (kap, slp, ds) in tunnel.items():
    width = np.sqrt(2 * BARRIER * EV / mass)
    width = width / (2 * np.pi * const.c * 100 * wn) * 1e9
    print(f"Barrier {wn:.0f} 1/cm: length a (proton) {width:.4f} nm")
    print(f"  kappa {kap:.3f}, dln kappa/dln T {slp:.3f}")
    print(f"  dS with tunnelling: {ds:.2f} J/(mol K)")
half_kappa = entropy_from_prefactor(A, T0, np.log(0.5))
print(f"dS with constant kappa = 0.5: {half_kappa:.2f} J/(mol K)")
for factor in (0.1, 10.0):
    ds = entropy_from_prefactor(factor * A, T0)
    print(f"dS if A is {factor * A:.0e} 1/s: {ds:.2f} J/(mol K)")
for temp in (373.0, 573.0):
    ds = entropy_from_prefactor(A, temp)
    print(f"dS for the same A at {temp:.0f} K: {ds:.2f} J/(mol K)")
print(f"dS from line fit, 423-523 K: {fit_entropy:.3f} J/(mol K)")
print(f"Eyring/Arrhenius rate ratio at 523 K: {ratio_523:.4f}")
print("done: every assertion held")
```

Output:

```
Prefactor A: 1.0e+13 1/s
Temperature: 473 K
Activation energy Ea: 0.80 eV
Gas constant R: 8.3145 J/(mol K)
kB T: 0.04076 eV
kB T/h: 9.8557e+12 1/s
exp(1) kB T/h: 2.6791e+13 1/s
A h/(exp(1) kB T): 0.3733
Its logarithm = dS/R: -0.9855
Activation entropy dS: -8.194 J/(mol K)
dS per molecule: -0.0849 meV/K
Value if exp(1) is omitted: 0.121 J/(mol K)
Activation enthalpy dH: 0.7592 eV
-T dS: 0.0402 eV
Activation free energy dG: 0.7994 eV
Rate constant at 473 K: 2.993e+04 1/s
Mean lifetime: 33.4 microseconds
Level-sum model, tangent A: 1.511e+13 1/s
Level-sum model, tangent Ea: 0.8286 eV
Level-sum model, dH: 0.7878 eV
Level-sum dS, populations: -4.763 J/(mol K)
Level-sum dS, from A: -4.763 J/(mol K)
Level-sum A with 1000 1/cm tunnelling: 9.567e+12 1/s
Level-sum dS, from that A: -4.763 J/(mol K)
Classical mode flux prefactor: 1.0000e+13 1/s
Classical mode entropy: 8.194 J/(mol K)
Quantum mode entropy: 8.541 J/(mol K)
Tunnelling barrier height: 0.80 eV
Barrier 500 1/cm: length a (proton) 0.1314 nm
  kappa 1.108, dln kappa/dln T -0.203
  dS with tunnelling: -7.36 J/(mol K)
Barrier 1000 1/cm: length a (proton) 0.0657 nm
  kappa 1.527, dln kappa/dln T -0.880
  dS with tunnelling: -4.40 J/(mol K)
Barrier 1500 1/cm: length a (proton) 0.0438 nm
  kappa 2.729, dln kappa/dln T -2.259
  dS with tunnelling: 2.24 J/(mol K)
dS with constant kappa = 0.5: -2.43 J/(mol K)
dS if A is 1e+12 1/s: -27.34 J/(mol K)
dS if A is 1e+14 1/s: 10.95 J/(mol K)
dS for the same A at 373 K: -6.22 J/(mol K)
dS for the same A at 573 K: -9.79 J/(mol K)
dS from line fit, 423-523 K: -8.240 J/(mol K)
Eyring/Arrhenius rate ratio at 523 K: 1.0049
done: every assertion held
```
